# Reversed d-level order in eightfold coordination and hafnia's oxygen K edge

## Symmetry fixes the form

Place one d electron at a site of cubic symmetry. The five orbitals divide into the pair e $(3z^2-r^2,\ x^2-y^2)$ and the triplet t$_2$ $(xy, yz, zx)$. Cubic symmetry forbids mixing between the two sets and keeps the levels within each set degenerate, so the surroundings act through a mean energy and one splitting,

$$\Delta = E(\mathrm e)-E(\mathrm t_2).$$

Suppose that the ligands are identical, that their effects add, and that each is axially symmetric about its bond. A ligand in direction $\mathbf n=(x,y,z)$, $|\mathbf n|=1$, then contributes a function of $\mathbf n$ with cubic symmetry. A product of two d functions contains even angular ranks up to four. Rank zero shifts all levels equally, and rank two has no cubic invariant. The rank-four invariant is

$$K(\mathbf n)=S-\tfrac35,\qquad S=x^4+y^4+z^4 .$$

Each ligand therefore contributes a constant times $K$. An octahedral ligand has $S=1$, $K=2/5$; a cube-corner ligand has $S=1/3$, $K=-4/15$. At equal bond length the constant is the same, and

$$\frac{\Delta_{\rm cube}}{\Delta_{\rm oct}}=\frac{8(-4/15)}{6(2/5)}=-\frac89 .$$

Dimensions fix the rest for point charges $-Ze$ at distance $R$ outside the d shell: a rank-four potential gives $\Delta\propto Ze^2\langle r^4\rangle/(4\pi\varepsilon_0R^5)$. The calculation below confirms the ratio and supplies the constants.

## The contribution of one ligand

Let a ligand shift the d orbitals of sigma, pi and delta type about its own bond by $\epsilon_\sigma,\epsilon_\pi,\epsilon_\delta$. Write each d orbital as $\hat{\mathbf r}\cdot D\,\hat{\mathbf r}$ times a common radial function, with $D$ symmetric, traceless and normalized to $\mathrm{tr}\,D^2=1$. By rotational invariance the overlap of two such orbitals is $\mathrm{tr}(DD')$. For example,

$$D_{z^2}=\frac{\mathrm{diag}(-1,-1,2)}{\sqrt6},\qquad D_{x^2-y^2}=\frac{\mathrm{diag}(1,-1,0)}{\sqrt2}.$$

The sigma orbital about $\mathbf n$ has tensor $\sqrt{3/2}\,(\mathbf n\mathbf n^T-1/3)$. The pi orbitals have $(\mathbf n\mathbf u^T+\mathbf u\mathbf n^T)/\sqrt2$, with $\mathbf u$ either of two unit vectors perpendicular to $\mathbf n$. Squaring the overlaps gives the weights

$$w_\sigma=\tfrac32(\mathbf n\cdot D\mathbf n)^2,\qquad
w_\pi=2\left[|D\mathbf n|^2-(\mathbf n\cdot D\mathbf n)^2\right],$$

and $w_\delta=1-w_\sigma-w_\pi$. Now sum over the e pair. With $3z^2-1=2z^2-x^2-y^2$,

$$\sum_{\rm e}w_\sigma=\tfrac14\left[(3z^2-1)^2+3(x^2-y^2)^2\right]
=S-(x^2y^2+y^2z^2+z^2x^2).$$

Since $(x^2+y^2+z^2)^2=1$, the last bracket is $(1-S)/2$, so the sum is $(3S-1)/2$. Also

$$\sum_{\rm e}|D\mathbf n|^2=\frac{x^2+y^2+4z^2}{6}+\frac{x^2+y^2}{2}=\frac23,$$

and therefore

$$\sum_{\rm e}w_\pi=2\left[\frac23-\frac23\,\frac{3S-1}{2}\right]=2(1-S).$$

The two e orbitals have total weight 2, which leaves $\sum_{\rm e}w_\delta=(1+S)/2$. Over all five orbitals the sigma, pi and delta weights total 1, 2 and 2, so the t$_2$ sums are $3(1-S)/2$, $2S$ and $(3-S)/2$. Divide the e sums by two, the t$_2$ sums by three, and subtract:

$$\begin{aligned}
\sigma:&\quad \tfrac{3S-1}{4}-\tfrac{1-S}{2}=\tfrac54K,\\
\pi:&\quad (1-S)-\tfrac{2S}{3}=-\tfrac53K,\\
\delta:&\quad \tfrac{1+S}{4}-\tfrac{3-S}{6}=\tfrac5{12}K.
\end{aligned}$$

One ligand thus contributes

$$\boxed{\ \Delta(\mathbf n)=\tfrac{5}{12}K(\mathbf n)\,(3\epsilon_\sigma-4\epsilon_\pi+\epsilon_\delta)\ }$$

Six octahedral ligands give $\Delta_{\rm oct}=3\epsilon_\sigma-4\epsilon_\pi+\epsilon_\delta$, and eight cube corners give $-\frac89$ of this. Four corners forming a tetrahedron give $-\frac49$. Twelve neighbours along $\langle110\rangle$, where $K=-1/10$, give $-\frac12$.

At a cube corner an e orbital has sigma, pi and delta weights $0,\frac23,\frac13$; a t$_2$ orbital has $\frac13,\frac29,\frac49$. The t$_2$ set alone has sigma character there. In the octahedron the e set alone has it. This is the geometrical content of the reversal.

## Point charges, with penetration

Put one charge $-Ze$ on the $z$ axis at distance $R$. In atomic units its repulsion of the electron is $Z\sum_k (r_<^k/r_>^{k+1})P_k(u)$, where $u=\cos\theta$ and $r_<,r_>$ are the smaller and larger of $r$ and $R$. Let $F_k$ be the radial average of $r_<^k/r_>^{k+1}$. The distributions of $u$ on $[-1,1]$ are

$$\tfrac58(3u^2-1)^2,\qquad \tfrac{15}{4}u^2(1-u^2),\qquad \tfrac{15}{16}(1-u^2)^2$$

for sigma, pi and delta. They are even, so odd $k$ vanish. Integration gives $\langle u^2\rangle=\frac{11}{21},\frac37,\frac17$ and $\langle u^4\rangle=\frac37,\frac5{21},\frac1{21}$. With $P_2=(3u^2-1)/2$ and $P_4=(35u^4-30u^2+3)/8$,

$$\begin{aligned}
\epsilon_\sigma&=Z(F_0+\tfrac27F_2+\tfrac27F_4),\\
\epsilon_\pi&=Z(F_0+\tfrac17F_2-\tfrac4{21}F_4),\\
\epsilon_\delta&=Z(F_0-\tfrac27F_2+\tfrac1{21}F_4).
\end{aligned}$$

In $3\epsilon_\sigma-4\epsilon_\pi+\epsilon_\delta$ the coefficient of $F_0$ is $3-4+1=0$, that of $F_2$ is $\frac67-\frac47-\frac27=0$, and that of $F_4$ is $\frac67+\frac{16}{21}+\frac1{21}=\frac53$. Hence

$$\Delta_{\rm oct}=\tfrac53ZF_4,\qquad \Delta_{\rm cube}=-\tfrac{40}{27}ZF_4 .$$

If the d shell lies inside $R$, $F_4=\langle r^4\rangle/R^5$. Penetration changes $F_4$ but not the ratio, because both geometries use the same $F_4$.

## Numbers for a hafnium 5d electron

Take the fluorite structure with a rough lattice constant $a=0.51$ nm for cubic hafnia. Each Hf has eight O neighbours at $R=\sqrt3a/4=0.2208$ nm, or 4.173 bohr; take $Z=2$. The 5d orbital is the lowest d virtual orbital of Hf$^{4+}$ from a Hartree–Fock calculation with the def2-TZVP basis and its scalar-relativistic core potential. A virtual orbital of the closed-shell ion feels all of that ion's electrons, so this is the 5d orbital of Hf$^{3+}$ with a frozen core. Correlation, core relaxation and spin-orbit coupling are left out.

Direct integration over one charge gives $\epsilon_\sigma,\epsilon_\pi,\epsilon_\delta=14.339,\,13.251,\,12.150$ eV, so

$$\Delta_{\rm oct}=3(14.339)-4(13.251)+12.150\simeq2.16\ \mathrm{eV}.$$

The cube gives $\Delta_{\rm cube}=-1.92$ eV: e lies below t$_2$. Radial quadrature gives $F_4=0.02385$ and $\langle r^4\rangle/R^5=0.02629$ bohr$^{-1}$. The non-penetrating formula would therefore give $-2.12$ eV, about 10% too large in magnitude relative to the full integral. Only 1.1% of the orbital density lies beyond $R$, but the factor $r^4$ weights that tail heavily. These values are not converged in the basis to the digits shown. Larger d bases give $F_4=0.0234$ to $0.0237$ bohr$^{-1}$, $\Delta_{\rm cube}=-1.89$ to $-1.91$ eV and an overestimate of 11 to 12%. The other point-charge splittings quoted below move by up to about 0.04 eV. The ratios between geometries do not change at the precision given.

Equal bond length matters. If the octahedral bond is 5% shorter than the cubic one, $\Delta_{\rm oct}$ rises to 2.69 eV and the ratio becomes $-0.72$.

The remaining ions of the lattice, summed as point charges outside the d shell, change $\Delta_{\rm cube}$ by $+0.21$ eV. Most of this comes from the twelve nearest Hf ions. Their charge is $-2$ times that of O, their geometrical factor is $-\frac12$, and their distance is $a/\sqrt2$. Relative to the first shell they contribute

$$\frac{(-2)(-1/2)}{-8/9}\left(\frac{\sqrt6}{4}\right)^5=-0.097,$$

against $-0.101$ for all remote ions. The close agreement owes something to cancellation: the next two shells, 24 O and 6 Hf, contribute $-0.038$ and $+0.034$.

## What the oxygen K edge measures

The K edge excites an O 1s electron. In the dipole approximation the final state must have p character on that oxygen. With a constant radial matrix element, and an average over polarization, the spectrum near the edge follows the O 2p weight of the empty bands. Purely ionic Hf 5d levels would have no such weight. The point-charge splitting is therefore an ingredient of the spectrum, not its peak separation.

Covalent mixing supplies the weight. Let the O 2p level lie $G$ below the mean bare d level, and let $V_\sigma,V_\pi$ be the hoppings along one bond. The hopping from orbital $D$ to the p orbitals of a ligand at $\mathbf n$ is the vector

$$\mathbf h=V_\sigma\sqrt{\tfrac32}(\mathbf n\cdot D\mathbf n)\mathbf n
+V_\pi\sqrt2\left[D\mathbf n-\mathbf n(\mathbf n\cdot D\mathbf n)\right].$$

For $|V|\ll G$, second-order perturbation theory raises a d level by $|\mathbf h|^2/G$ per ligand. Thus $\epsilon_\sigma=V_\sigma^2/G$, $\epsilon_\pi=V_\pi^2/G$, $\epsilon_\delta=0$, and the ratio $-\frac89$ holds again. The total squared couplings of one orbital in the cube are

$$\Lambda_{\rm e}=8\cdot\tfrac23V_\pi^2=\tfrac{16}{3}V_\pi^2,\qquad
\Lambda_{\rm t}=8\left(\tfrac13V_\sigma^2+\tfrac29V_\pi^2\right).$$

The e level stays below t$_2$ if $\Lambda_{\rm t}>\Lambda_{\rm e}$, that is, if $3V_\sigma^2>4V_\pi^2$. Stronger pi bonding would put e above t$_2$ in the cube and below it in the octahedron; the two geometries would still have opposite orders.

In the crystal these sums are averages over wave vector $\mathbf k$. Two O neighbours of one sublattice differ by a lattice vector, so their interference phase averages to zero; the two sublattices have separate p orbitals. To leading order the admixed O weight is the squared coupling over $G^2$. With two e and three t$_2$ orbitals, the summed weights are $2\Lambda_{\rm e}/G^2$ and $3\Lambda_{\rm t}/G^2$ per Hf.

## Beyond weak mixing

Take $G=6$ eV, $V_\sigma=-2.5$ eV and $V_\pi=1.15$ eV, round values chosen for a strongly mixed wide-gap oxide. Then $\Lambda_{\rm e}=7.05$ and $\Lambda_{\rm t}=19.02$ eV$^2$. Second order predicts a covalent separation of $(19.02-7.05)/6=1.99$ eV and a t$_2$:e weight ratio of $3(19.02)/[2(7.05)]=4.04$. But $\Lambda_{\rm t}/G^2\simeq0.53$ is not small, so the bands must be diagonalized.

With pd hopping alone and the bare d level at zero, a state of squared coupling $\lambda$ obeys $E(E+G)=\lambda$, so

$$E=-\frac G2+\sqrt{\frac{G^2}{4}+\lambda},\qquad
w_{\rm O}=\frac{\lambda}{\lambda+(E+G)^2}=\frac{E}{2E+G}.$$

The second form follows on inserting $\lambda=E(E+G)$. In this model the O weight grows with height above the bare d level.

At $\mathbf k=0$ (Γ) all phases are one. For e orbitals $\mathbf n\cdot D\mathbf n=0$ at every corner, leaving $\mathbf h\propto D\mathbf n$. The four directions of each O sublattice sum to zero, so the e states have no O weight. For $xy$ the surviving coupling is to $p_z$, equal to $xyz(\sqrt3V_\sigma-2V_\pi)$ per bond, with $xyz=\pm1/(3\sqrt3)$ of one sign on each sublattice. Four bonds and two sublattices give

$$\lambda_\Gamma=2\left[\frac{4}{3\sqrt3}(\sqrt3V_\sigma-2V_\pi)\right]^2=\frac{32}{27}(\sqrt3V_\sigma-2V_\pi)^2 .$$

The t$_2$ states at Γ consequently lie at 4.82 eV with O weight $4.82/(9.64+6)=0.31$. The e intensity in the K edge comes from other wave vectors.

## Three model spectra

The eleven bands (five Hf d, six O p) were diagonalized on a $12\times12\times12$ mesh of wave vectors. The O weight of each empty state was divided between e and t$_2$ in proportion to its d composition. Spectra were broadened by a Gaussian of standard deviation 0.4 eV. The model cases are:

- **A:** pd hopping alone.
- **B:** A with the point-charge splitting of 1.92 eV.
- **C:** B with rough Hf–Hf hoppings $(\sigma,\pi,\delta)=(-0.6,\,0.3,\,0)$ eV.

| eV, except last row | A | B | C |
|---|---|---|---|
| d centroids, t$_2$ minus e | 1.19 | 2.86 | 2.69 |
| O-weighted centroids, t$_2$ minus e | 1.02 | 2.78 | 3.12 |
| lower maximum | 1.12 | 0.09 | −0.03 |
| upper maximum | 3.08 | 3.59 | 4.11 |
| e share at lower maximum | 0.46 | 0.91 | 0.83 |

Energies are relative to the mean bare d level, not photon energies. The d centroids weight each empty state by its e or t$_2$ content.

In A the separation is 1.19 eV, not the second-order 1.99 eV. The O weights are 0.19 for e and 0.56 for t$_2$, a ratio of 2.9 instead of 4.0. At this broadening the lower maximum is slightly less than half e, so calling it "the e peak" would be wrong there. It is also fragile: with a standard deviation of 0.5 eV it is no longer a separate maximum. In B and C it is mainly e, and the upper maximum has an e share of about 4% or less. The number of maxima depends on the broadening in B too: with a standard deviation of 0.25 eV a third one appears near 1.3 eV. The maxima are 2.0, 3.5 and 4.1 eV apart in A, B and C. The value in A lies near the point-charge splitting of 1.92 eV only by accident, since A does not contain that splitting. In B and C, which do contain it, the distance is about twice as large.

Case C shows that the order of centroids need not be the order at the band edge. At $\mathbf k=(0,0,2\pi/a)$ the phases on each O sublattice cancel the pd coupling of $xy$. The four in-plane Hf neighbours have sigma weight $\frac34$, no pi weight and phase $+1$. The other eight have pi weight $\frac12$, no sigma weight and phase $-1$. The state lies at

$$0.4(1.92)+4\cdot\tfrac34(-0.6)-8\cdot\tfrac12(0.3)=-2.23\ \mathrm{eV}.$$

With the highest O level at $-6$ eV this gives a gap of 3.77 eV, equal to the gap found on the mesh. The lowest empty state in C is thus a t$_2$ state without O 2p weight, which the modelled K edge does not show.

With these parameters, Hf–Hf hopping also narrows the O-weighted e distribution, from an rms width of 1.1 eV in B to 0.2 eV in C.

## Use for real hafnia films

The lattice constant and ligand charge are in the usual range for an ionic description of cubic hafnia, but the hoppings are model choices. The gaps in A, B and C are 6.0, 4.8 and 3.8 eV. Real hafnia has a gap of roughly 5 to 6 eV, so C is clearly too low and B slightly so. The model has no O–O hopping, so the top of its valence band stays at $-G$, and none of these parameter sets should be used as a fitted band structure. Real films can break the cubic assumption: they may be monoclinic, with sevenfold Hf, or amorphous, tetragonal or orthorhombic. The sevenfold case is not sized here. For a tetragonal distortion, moving alternate O columns by a rough $\pm0.025$ nm in the first-shell point-charge model splits the lower pair by 0.18 eV and spreads the upper three over 0.55 eV. Their mean separation changes only from 1.92 to 1.88 eV.

Two electronic effects also split the levels. A rough 5d spin-orbit constant of 0.25 eV, added to the 1.92 eV splitting, spreads the t$_2$ levels over 0.32 eV and leaves e unsplit. An unscreened O 1s hole, treated as one extra positive charge on a neighbouring O, lowers the mean d level of that Hf by 6.5 eV. It leaves the lowest pair degenerate and splits the upper three into a singlet and a pair, which lie 1.23 eV and 2.17 eV above the lowest pair. Screening will reduce these shifts by an amount not calculated here. The point-charge model also omits Pauli repulsion and the finite size of the oxygen ions.

For implementation, use $-\frac89$ to transfer a ligand-field parameter between the two geometries at equal bond length, with identical ligands whose effects are additive and axially symmetric. For covalent shifts the ratio is exact only in the weak-mixing limit; with strong mixing, treat it as an estimate. To assign K-edge peaks, calculate the O 2p-weighted spectrum of the actual structure, preferably with the core hole. A measured peak separation should not be inserted directly as $\Delta_{\rm cube}$.
